**Absorbance of suspended graphene: tests of $\pi\alpha$**

For massless Dirac electrons with two spins and two valleys, the program tests the sheet conductivity $\sigma_0=e^2/(4\hbar)$ and the resulting leading-order absorbance $\pi\alpha$, where $\alpha$ is the fine-structure constant. It asserts that the squared interband matrix element, found by diagonalization, averages to 1/2 in both valleys for linear and circular polarization, and that the joint density of states agrees with a count of plane waves in a periodic box. It integrates the time-dependent Dirac equation through a weak pulse for two pairs of velocity and frequency; the absorbed energy gives $0.249985\,e^2/\hbar$ in both runs, against the expected $0.25\,e^2/\hbar$. A run with doping and temperature agrees with the Pauli-blocking formula averaged over the pulse spectrum. The conductivity of the honeycomb lattice is asserted to approach $\sigma_0$ at low photon energy, to be the same for two perpendicular polarizations, and to deviate by about four times as much when a small photon energy is doubled. The transmittance, reflectance and absorbance of the sheet are compared with those of a very thin absorbing slab. The output gives $\pi\alpha=2.2925\ \%$, and $2.2409\ \%$ when the field radiated by the sheet is included.

## Numerical verification

```python
"""
Interband absorbance of suspended graphene.
Result under test: massless Dirac electrons (2 spins, 2 valleys) have the sheet
conductivity sigma0 = e^2/(4 hbar), so a sheet in vacuum absorbs the fraction
pi*alpha of normally incident light to leading order in alpha, and
pi*alpha/(1 + pi*alpha/2)^2 when the field radiated by the sheet is included.
Symbols: v Dirac velocity, k wave number from the Dirac point, phi its angle,
omega light frequency, E0 peak field, mu chemical potential, kT thermal energy,
alpha fine-structure constant. Model tests use units e = hbar = 1.
"""
import numpy as np
from scipy import constants as const

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]], complex)


def mean_coupling(valley, polarization, n_angles=24):
    """Angular mean of |<c| dH/dk . polarization |v>|^2 by diagonalization, v = 1."""
    vx, vy = valley * SX, SY
    total = 0.0
    for phi in 2 * np.pi * (np.arange(n_angles) + 0.3) / n_angles:
        _, states = np.linalg.eigh(np.cos(phi) * vx + np.sin(phi) * vy)
        operator = polarization[0] * vx + polarization[1] * vy
        total += abs(states[:, 1].conj() @ operator @ states[:, 0]) ** 2
    return total / n_angles


def blocking(photon, mu, kT):
    """Closed form of the valence minus conduction occupation at resonance."""
    x = photon / (2 * kT)
    return np.sinh(x) / (np.cosh(mu / kT) + np.cosh(x))


def run_pulse(v, omega):
    """Solve the time-dependent Dirac equation for a weak x-polarized pulse."""
    tau, dt = 8 / omega, 0.02 / omega
    amplitude = 1e-3 * omega / v
    times = np.arange(-6 * tau, 6 * tau, dt) + dt / 2
    envelope = amplitude * np.exp(-times**2 / (2 * tau**2))
    potential = envelope * np.cos(omega * times)
    field = envelope * (times / tau**2 * np.cos(omega * times)
                        + omega * np.sin(omega * times))      # E = -dA/dt
    k = np.linspace(0.1, 0.9, 101) * omega / v
    phi = 2 * np.pi * (np.arange(16) + 0.5) / 16
    kx, ky = np.outer(k, np.cos(phi)), np.outer(k, np.sin(phi))
    phase = np.exp(1j * phi)[None, :] * np.ones_like(kx)
    # index 0: starts in valence band, index 1: starts in conduction band
    up = np.ones((2,) + kx.shape, complex) / np.sqrt(2)
    down = np.array([-phase, phase]) / np.sqrt(2)
    for a in potential:
        qx = kx + a
        q = np.sqrt(qx**2 + ky**2)
        c, s = np.cos(v * q * dt), -1j * np.sin(v * q * dt) / q
        up, down = (c * up + s * (qx - 1j * ky) * down,
                    c * down + s * (qx + 1j * ky) * up)
    excited = abs(up[0] + phase.conj() * down[0]) ** 2 / 2
    deexcited = abs(up[1] - phase.conj() * down[1]) ** 2 / 2
    return k, excited.mean(axis=1), deexcited.mean(axis=1), times, field


def absorbed_energy(v, k, excited, deexcited, f_valence, f_conduction):
    """Energy per area gained by all electrons, 2 spins times 2 valleys."""
    gain = 2 * v * k * (f_valence * excited - f_conduction * deexcited)
    return 4 * np.trapezoid(k * gain, k) / (2 * np.pi) if hasattr(np, "trapezoid") \
        else 4 * np.trapz(k * gain, k) / (2 * np.pi)


def lattice_conductivity(photon, axis, n_angles=240):
    """Honeycomb lattice, hopping = bond length = 1; returns sigma/(e^2/4hbar)."""
    bonds = np.array([[0, 1], [np.sqrt(3) / 2, -0.5], [-np.sqrt(3) / 2, -0.5]])
    corner = np.array([4 * np.pi / (3 * np.sqrt(3)), 0])
    phi = 2 * np.pi * (np.arange(n_angles) + 0.5) / n_angles
    direction = np.stack([np.cos(phi), np.sin(phi)], axis=1)

    def phases(q):
        return np.exp(1j * (corner + q[:, None] * direction) @ bonds.T)

    low, high = np.zeros(n_angles), np.ones(n_angles)
    for _ in range(55):
        middle = (low + high) / 2
        below = 2 * abs(phases(middle).sum(axis=1)) < photon
        low, high = np.where(below, middle, low), np.where(below, high, middle)
    q = (low + high) / 2
    terms = phases(q)
    f = terms.sum(axis=1)
    f_radial = (1j * (direction @ bonds.T) * terms).sum(axis=1)
    slope = 2 * (f.conj() * f_radial).real / abs(f)
    f_axis = (1j * bonds[:, axis] * terms).sum(axis=1)
    hamiltonian = np.zeros((n_angles, 2, 2), complex)
    velocity = np.zeros_like(hamiltonian)
    hamiltonian[:, 0, 1], hamiltonian[:, 1, 0] = -f, -f.conj()
    velocity[:, 0, 1], velocity[:, 1, 0] = -f_axis, -f_axis.conj()
    _, states = np.linalg.eigh(hamiltonian)
    element = np.einsum('ni,nij,nj->n', states[:, :, 1].conj(), velocity,
                        states[:, :, 0])
    valleys = 2
    integral = valleys * np.mean(abs(element)**2 * q / slope) / (2 * np.pi)
    return 4 * (2 * np.pi / photon) * integral


# --- matrix elements: both valleys, linear and circular polarization
for valley in (1, -1):
    for pol in ([1, 0], [0.6, 0.8], [1 / np.sqrt(2), 1j / np.sqrt(2)]):
        assert abs(mean_coupling(valley, pol) - 0.5) < 1e-12
print(f"angular mean of squared matrix element: {mean_coupling(1, [1, 0]):.6f}")

# --- joint density of states: count plane waves in a periodic box (v = 1)
box = 2 * np.pi * 1000.0                       # wave-number spacing 1/1000
index = np.arange(-1100, 1101)
k_box = np.hypot(index[:, None], index[None, :]) * 2 * np.pi / box
e_low, e_high = 1.95, 2.05                     # pair energy 2 v k
count = np.count_nonzero((2 * k_box >= e_low) & (2 * k_box < e_high))
counted = 4 * count / (box**2 * (e_high - e_low))
formula = 2.0 / (2 * np.pi)                    # photon energy / (2 pi v^2)
assert abs(counted / formula - 1) < 5e-3       # lattice-point counting noise
print(f"joint density of states, counted/formula: {counted / formula:.5f}")

# --- real-time dynamics against sigma0 = 1/4
for v, omega in ((1.0, 1.0), (2.5, 1.6)):
    k, exc, deexc, times, field = run_pulse(v, omega)
    dt = times[1] - times[0]
    fluence = np.sum(field**2) * dt
    sigma = absorbed_energy(v, k, exc, deexc, 1.0, 0.0) / fluence
    assert abs(sigma / 0.25 - 1) < 1e-3        # finite pulse strength and step
    print(f"pulse run v={v}, omega={omega} (model units): "
          f"sigma = {sigma:.6f} e^2/hbar")

# --- the same dynamics with thermal occupations and doping
mu, kT = 0.4 * omega, 0.1 * omega
f_val = 1 / (np.exp((-v * k - mu) / kT) + 1)
f_con = 1 / (np.exp((v * k - mu) / kT) + 1)
thermal = absorbed_energy(v, k, exc, deexc, f_val, f_con) / fluence
freq = 2 * v * k
spectrum = abs(np.exp(1j * np.outer(freq, times)) @ field * dt) ** 2
expected = np.sum(0.25 * blocking(freq, mu, kT) * spectrum) \
    * (freq[1] - freq[0]) / np.pi / fluence
assert abs(thermal / expected - 1) < 2e-3
print(f"doped warm pulse run, mu=0.4 and kT=0.1 of hbar*omega: "
      f"sigma = {thermal:.5f} e^2/hbar")
print(f"  from blocking formula over pulse spectrum: {expected:.5f} e^2/hbar")

# --- honeycomb lattice: Dirac limit and size of the deviation
ratios = {x: lattice_conductivity(x, 0) for x in (0.02, 0.1, 0.2, 0.5, 1.0)}
assert abs(ratios[0.02] - 1) < 1e-4
for x in ratios:
    assert abs(lattice_conductivity(x, 1) - ratios[x]) < 1e-8
growth = (ratios[0.2] - 1) / (ratios[0.1] - 1)
assert abs(growth - 4) < 0.15                  # quadratic start, next order small
for x, value in ratios.items():
    print(f"lattice sigma/sigma0 at photon energy/hopping {x}: {value:.6f}")
print(f"lattice deviation, ratio on doubling 0.1 to 0.2: {growth:.4f}")

# --- worked example in SI units
e, hbar, c, eps0 = const.e, const.hbar, const.c, const.epsilon_0
pi_alpha = np.pi * const.fine_structure
velocity, intensity = 1.0e6, 1.0e4
E0 = np.sqrt(2 * intensity / (eps0 * c))
print(f"Dirac velocity: {velocity:.2e} m/s")
print(f"incident intensity: {intensity:.2e} W/m^2")
print(f"peak field: {E0:.1f} V/m")
for photon_eV in (1.0, 2.0):
    omega = photon_eV * e / hbar
    k_res = omega / (2 * velocity)
    coupling = e * velocity * E0 / (2 * omega)
    pairs = hbar * omega / (2 * np.pi * (hbar * velocity) ** 2)
    rate = 2 * np.pi / hbar * coupling**2 * 0.5 * pairs
    power = hbar * omega * rate
    assert abs(power / intensity / pi_alpha - 1) < 1e-7
    print(f"photon energy {photon_eV:.1f} eV:")
    print(f"  angular frequency: {omega:.4e} rad/s")
    print(f"  resonant wave number: {k_res * 1e-9:.4f} 1/nm")
    print(f"  coupling energy e v E0/(2 omega): {coupling / e * 1e6:.4f} micro-eV")
    print(f"  joint density of states: {pairs * e * 1e-18:.4f} 1/(eV nm^2)")
    print(f"  transition rate: {rate:.4e} 1/(m^2 s)")
    print(f"  absorbed power: {power:.3f} W/m^2")
    print(f"  golden-rule absorbance: {100 * power / intensity:.4f} %")

# --- sheet optics against a very thin absorbing slab
sigma0 = e**2 / (4 * hbar)
load = sigma0 / (eps0 * c)
T_sheet = 1 / (1 + load / 2) ** 2
R_sheet = (load / 2) ** 2 * T_sheet
A_sheet = load * T_sheet
k0d = 1e-7                                     # vacuum wave number * thickness
n = np.sqrt(1 + 1j * load / k0d)
beta = n * k0d
m11, m12, m21 = np.cos(beta), -1j * np.sin(beta) / n, -1j * n * np.sin(beta)
denominator = 2 * m11 + m12 + m21
T_slab = abs(2 / denominator) ** 2
R_slab = abs((m12 - m21) / denominator) ** 2
assert abs(T_slab - T_sheet) < 1e-8 and abs(R_slab - R_sheet) < 1e-8
assert abs(1 - T_slab - R_slab - A_sheet) < 1e-8
print(f"fine-structure constant: {const.fine_structure:.8f}")
print(f"sheet conductivity e^2/(4 hbar): {sigma0 * 1e6:.4f} microsiemens")
print(f"pi*alpha: {100 * pi_alpha:.4f} %")
print(f"absorbance with sheet field: {100 * A_sheet:.4f} %")
print(f"transmittance: {100 * T_sheet:.4f} %")
print(f"reflectance: {100 * R_sheet:.5f} %")

# --- Pauli blocking at 300 K
kT_eV = const.k * 300 / e
print(f"thermal energy at 300 K: {kT_eV:.5f} eV")
for photon_eV in (0.4, 0.6, 0.8, 2.0):
    print(f"blocking factor, mu = 0.3 eV, photon {photon_eV} eV: "
          f"{blocking(photon_eV, 0.3, kT_eV):.5f}")
print(f"blocking factor, mu = 0, photon 1.0 eV: {blocking(1.0, 0.0, kT_eV):.7f}")

print("ALL CHECKS PASSED")
```

It prints:

```
angular mean of squared matrix element: 0.500000
joint density of states, counted/formula: 0.99971
pulse run v=1.0, omega=1.0 (model units): sigma = 0.249985 e^2/hbar
pulse run v=2.5, omega=1.6 (model units): sigma = 0.249985 e^2/hbar
doped warm pulse run, mu=0.4 and kT=0.1 of hbar*omega: sigma = 0.18435 e^2/hbar
  from blocking formula over pulse spectrum: 0.18436 e^2/hbar
lattice sigma/sigma0 at photon energy/hopping 0.02: 1.000044
lattice sigma/sigma0 at photon energy/hopping 0.1: 1.001113
lattice sigma/sigma0 at photon energy/hopping 0.2: 1.004472
lattice sigma/sigma0 at photon energy/hopping 0.5: 1.028889
lattice sigma/sigma0 at photon energy/hopping 1.0: 1.131939
lattice deviation, ratio on doubling 0.1 to 0.2: 4.0185
Dirac velocity: 1.00e+06 m/s
incident intensity: 1.00e+04 W/m^2
peak field: 2744.9 V/m
photon energy 1.0 eV:
  angular frequency: 1.5193e+15 rad/s
  resonant wave number: 0.7596 1/nm
  coupling energy e v E0/(2 omega): 0.9034 micro-eV
  joint density of states: 0.3674 1/(eV nm^2)
  transition rate: 1.4309e+21 1/(m^2 s)
  absorbed power: 229.253 W/m^2
  golden-rule absorbance: 2.2925 %
photon energy 2.0 eV:
  angular frequency: 3.0385e+15 rad/s
  resonant wave number: 1.5193 1/nm
  coupling energy e v E0/(2 omega): 0.4517 micro-eV
  joint density of states: 0.7347 1/(eV nm^2)
  transition rate: 7.1544e+20 1/(m^2 s)
  absorbed power: 229.253 W/m^2
  golden-rule absorbance: 2.2925 %
fine-structure constant: 0.00729735
sheet conductivity e^2/(4 hbar): 60.8534 microsiemens
pi*alpha: 2.2925 %
absorbance with sheet field: 2.2409 %
transmittance: 97.7463 %
reflectance: 0.01284 %
thermal energy at 300 K: 0.02585 eV
blocking factor, mu = 0.3 eV, photon 0.4 eV: 0.02047
blocking factor, mu = 0.3 eV, photon 0.6 eV: 0.50000
blocking factor, mu = 0.3 eV, photon 0.8 eV: 0.97953
blocking factor, mu = 0.3 eV, photon 2.0 eV: 1.00000
blocking factor, mu = 0, photon 1.0 eV: 1.0000000
ALL CHECKS PASSED
```
